The Kinetic Energy Density Is Not Unique, but T_s Is

Ten electrons that do not repel each other fill the two lowest shells of the potential −Z/r with Z = 10. At 1.2 bohr from the nucleus, one standard kinetic energy density is 31.9 times the Thomas-Fermi value for the local electron density. Another standard one, built from the same orbitals, is −15.1 times that value. Integrated over space, both give 200.000000 hartree.

The belief at issue is that a system has one kinetic energy density, so that an approximation can be compared with "the" correct value point by point. It is tempting because the electron density n(r) is unique, and because the kinetic energy T_s is the integral of some local function. But an integral does not determine its integrand. In quantum mechanics there is also no preferred way to assign p²/2 to a point, since the momentum p does not commute with the operator δ that selects the point. The orderings ½ p·δp and ¼(p²δ + δp²) are both Hermitian, and they give different densities.

**The two forms**

Atomic units are used. The orbitals φ_i belong to a noninteracting ground state with potential v, their occupations are f_i (2 for each orbital of the example), and n = Σ f_i|φ_i|². The two orderings give

t_+ = ½ Σ f_i |∇φ_i|²

t_L = −½ Σ f_i Re(φ_i* ∇²φ_i).

The product rule yields

∇²|φ_i|² = φ_i*∇²φ_i + φ_i∇²φ_i* + 2|∇φ_i|² = 2 Re(φ_i*∇²φ_i) + 2|∇φ_i|².

Multiplying by f_i/4 and summing turns the first term into −t_L and the second into t_+:

t_+ − t_L = ∇²n/4.

Hence every member of the family

t_a = t_+ − a ∇²n/4

is a candidate, with a = 0 for t_+ and a = 1 for t_L. I call the choice of a the gauge. Other divergences can be added too. One is ∇·(s²∇n), with s the dimensionless gradient defined below: in the example its modulus integrates to 366 hartree, while it integrates to zero itself within rounding.

**What the choice cannot change**

By the divergence theorem, the energies in a region Ω differ by a surface term:

∫_Ω (t_+ − t_L) d³r = ¼ ∮ ∇n·dS.

For a whole atom the outer surface term vanishes because n decays exponentially. At the nucleus n has a cusp, so I exclude a small sphere of radius η. Its flux has magnitude 4πη²|n'(η)|, which vanishes with η because n' stays finite. Both forms therefore integrate to T_s.

For part of an atom the surface term generally survives. In a sphere of radius R it is ¼·4πR²n'(R) = πR²n'(R). At R = 0.5 bohr the example gives

171.466 − 190.870 = −19.404 hartree,

equal to the computed surface term. The sign is negative because n falls outward there. "The kinetic energy inside the sphere" needs a stated gauge, or, within the family t_a, a surface without net flux of ∇n. In the example n falls outward everywhere, so no sphere centred on the nucleus qualifies. An added divergence such as ∇·(s²∇n) brings its own surface term, the flux of s²∇n, which need not vanish on such a surface. It does vanish if ∇n·dS is zero at every point of the surface.

The functional derivative is also unaffected. If δn vanishes near the outer boundary, then δ∫∇²n d³r = ∮∇δn·dS = 0. One occupied real orbital shows this concretely. There n = fφ² and t_+ equals the Weizsäcker density t_W = |∇n|²/(8n). The Euler derivative of its integral T_W is

δT_W/δn = −|∇n|²/(8n²) − ∇·[∇n/(4n)] = |∇n|²/(8n²) − ∇²n/(4n).

Inserting ∇n = 2fφ∇φ and ∇²n = 2fφ∇²φ + 2f|∇φ|² gives

δT_W/δn = |∇φ|²/(2φ²) − ∇²φ/(2φ) − |∇φ|²/(2φ²) = −∇²φ/(2φ) = ε − v,

where the last step is the Schrödinger equation. Starting from t_W − ∇²n/4 gives the same potential.

**Pointwise bounds carry a gauge**

Let ∂ be the derivative along ∇n. Then |∇n| = 2 Re Σ f_i φ_i*∂φ_i, and the Cauchy-Schwarz inequality gives

|∇n|² ≤ 4 (Σ f_i|φ_i|²)(Σ f_i|∂φ_i|²) ≤ 4n·2t_+.

Dividing by 8n gives t_+ ≥ t_W at each point. To express this through enhancement factors F = t/t_TF, define

t_TF = (3/10)(3π²)^(2/3) n^(5/3)

s = |∇n| / [2(3π²)^(1/3) n^(4/3)]

q = ∇²n / [4(3π²)^(2/3) n^(5/3)].

These definitions give t_W = ½(3π²)^(2/3)n^(5/3)s² and ∇²n/4 = (3π²)^(2/3)n^(5/3)q. Division by t_TF yields

t_W/t_TF = 5s²/3, F_a = F_+ − (10/3)a q.

The bound therefore reads

F_+ ≥ 5s²/3, and in a general gauge F_a ≥ 5s²/3 − (10/3)a q.

Dropping the q term for a = 1 produces a false constraint, as the example shows:

r (bohr)   F_+      F_L      5s²/3
0.05       0.483    1.304    0.413
0.40       0.792    1.039    0.226
0.80       3.422   −0.002    2.956
1.20      31.910  −15.089   30.413

In the last row q = 14.0997, and 31.910 − (10/3)·14.0997 = −15.089.

The negative values have a direct origin. The Schrödinger equation gives t_L = Σ f_i(ε_i − v)|φ_i|², which is negative where all occupied levels lie below the potential. The outer shell has ε = −Z²/8 = −12.5 hartree, which equals −10/r at r = 0.8 bohr. The small inner-shell contribution, already negative there, moves the zero of t_L to 0.7997 bohr. Beyond it lie 9.7 % of the electrons, and 34.7 % lie where t_L < t_W. Nothing is wrong with t_L; the bound was proved for t_+.

Integrating t_+ ≥ t_W gives T_s ≥ T_W, here 200 ≥ 106.8 hartree. This constraint on the functional has no gauge.

**The gradient expansion carries one too**

Consider a slowly varying gas without turning points or cusps. Under n(r) → γ³n(γr), a kinetic energy density acquires the factor γ⁵. With two derivatives and isotropy, this leaves

t_+ = t_TF + A|∇n|²/n + B∇²n.

To find A and B, apply v = V cos(k·r) to a uniform gas with Fermi wavevector 1. A plane wave p mixes with p ± k, with energy denominators Δ± = (p² − |p ± k|²)/2 = ∓p·k − k²/2. To first order, each p and each sign contributes V cos(k·r)/Δ± to the density and V cos(k·r) p·(p ± k)/(2Δ±) to t_+, apart from normalization. The two signs give equal sums, because the occupied sphere is symmetric under p → −p.

Let x be the component of p along k, c = k/2 and R² = 1 − x². The transverse integrals of 1 and p_⊥² are πR² and πR⁴/2. With a common prefactor, δn and δt_+ are then proportional to the principal-value integrals over −1 < x < 1

D = ∫ R²/(x + c) dx

M = ½ ∫ [(x² + kx)R² + R⁴/2]/(x + c) dx.

Let L = ∫dx/(x + c) = ln[(1 + c)/(1 − c)] = 2c + 2c³/3 + … Polynomial division gives

∫ x²/(x + c) dx = −2c + c²L

∫ x⁴/(x + c) dx = −2c/3 − 2c³ + c⁴L.

Consequently, through order c³,

D = 2c + (1 − c²)L = 4c − 4c³/3

∫ R⁴/(x + c) dx = (1 − c²)²L + 10c/3 − 2c³ = 16c/3 − 16c³/3.

Since x² + kx = (x + c)² − c², the first part of the bracket in M integrates to 4c/3 − c²D = 4c/3 − 4c³. Thus

M = ½[4c/3 − 4c³ + 8c/3 − 8c³/3] = 2c − 10c³/3

δt_+/δn = M/D = ½ − 2c²/3 = ½ − k²/6.

In the expansion, the A term is quadratic in δn and drops out. The Thomas-Fermi term gives ½, and ∇² gives −k², so δt_+/δn = ½ − Bk². Hence B = 1/6.

The density response itself fixes A. Two spins and two signs give

δn = [4V/(2π)³] ∫ πR²/[−k(x + c)] dx cos(k·r) = −[D/(2π²k)] V cos(k·r).

With D = 2k(1 − k²/12), the response is χ = −(1 − k²/12)/π². Stationarity of T_s + ∫vn at fixed electron number requires the change of δT_s/δn to be −δv, so its ratio to δn is −1/χ = π²(1 + k²/12). The A term contributes 2Ak²/n₀ to this ratio, with n₀ = 1/(3π²), and the B term contributes nothing. From 6π²A = π²/12 follows A = 1/72.

Because |∇n|²/(72n) = t_W/9 and ∇²n/6 = (2/3)(∇²n/4), the second-order factors are

F_+ = 1 + 5s²/27 + 20q/9

F_L = 1 + 5s²/27 − 10q/9.

The coefficient of q even changes sign, and it vanishes for a = 2/3. The s² coefficient, which fixes the second-order energy, is common to the family t_a.

**What a pointwise fit learns**

Fit t_a by t_TF + μt_W, minimizing the squared error integrated over volume. Setting the derivative with respect to μ to zero gives

μ_a = ∫ t_W(t_a − t_TF) d³r / ∫ t_W² d³r.

The gauge enters through −a∇²n/4 in t_a. The example gives μ = −0.959 for t_+ and μ = 1.342 for t_L. With T_TF = 188.855 and T_W = 106.802 hartree, the predicted energies are

t_+: 188.855 − 0.9593·106.802 = 86.4 hartree

t_L: 188.855 + 1.3417·106.802 = 332.15 hartree.

Relative to the model's T_s of 200 hartree (5442 eV), the errors are −57 % and +66 %. Matching the integrated energy instead requires μ = (200 − 188.855)/106.802 = 0.104, whatever the gauge.

Now add ν∇²n/4 to the fitted model. Changing the target by −a∇²n/4 can be absorbed by ν → ν − a, leaving every residual unchanged. The best μ is therefore independent of a, provided the weight is kept and t_W and ∇²n are not proportional. Both fits indeed give μ = −0.613, with ν = 0.150 for t_+ and −0.850 for t_L. Their common energy is 123.3 hartree, still 38 % too low. Removing the dependence on a does not make the fit accurate. It also covers only the family t_a: the model has no term that absorbs a divergence such as ∇·(s²∇n), so adding one to the target shifts μ and the fitted energy again.

**What remains unique in a gradient functional**

The freedom does not make every enhancement factor arbitrary. Suppose two smooth densities depending on n and w = |∇n|² alone give the same functional for all n. Their difference f(n, w) has zero Euler derivative:

∂f/∂n − 2∇·[(∂f/∂w)∇n] = 0.

At a given point, the second derivatives of n can be varied freely. Varying one perpendicular to ∇n changes the left side through −2(∂f/∂w)∇²n alone, so ∂f/∂w = 0. Then ∂f/∂n = 0 as well, and f is a constant. A difference of the form n^(5/3)ΔF(s) can be constant for all n and s only if ΔF = 0.

A functional of this class thus has a single F(s). What is ambiguous is the orbital density with which F(s) is compared. Imposing F(s) ≥ 5s²/3 remains useful, since integration then guarantees T ≥ T_W. It is a sufficient condition on the functional, and it gives no license to demand the same of t_L. The numerical check below covers the identity, the bounds, the fits and the gradient coefficients.

Calculated quantities

```
Nuclear charge Z = 10, electrons = 10.000000
T from t_plus = 200.000000 hartree
T from t_lap  = 200.000000 hartree
T converted   = 5442.28 eV
T_TF = 188.8551 hartree, T_W = 106.8016 hartree
Largest relative error of the identity = 1.1e-05
Table: r/bohr, n/bohr^-3, s, q, F_plus, F_lap, 5s^2/3
 0.05   264.36569   0.4979   -0.2464    0.4831    1.3045    0.4132
 0.10   100.79458   0.6441    0.0175    0.9500    0.8916    0.6915
 0.20    22.42974   0.5958    0.3415    1.9267    0.7885    0.5917
 0.40     7.50112   0.3679   -0.0742    0.7916    1.0391    0.2255
 0.80     0.66745   1.3318    1.0272    3.4222   -0.0018    2.9561
 1.20     0.02983   4.2718   14.0997   31.9098  -15.0892   30.4134
t_lap < 0 beyond r = 0.7997 bohr
Share of electrons where t_lap < 0   = 9.70 %
Share of electrons where t_lap < t_W = 34.71 %
Radii where t_lap = t_W (bohr): 0.1248, 0.1769, 0.5829
Sphere radius = 0.5 bohr, electrons inside = 6.0494
Energy inside from t_plus = 171.4658 hartree
Energy inside from t_lap  = 190.8703 hartree
Surface term pi R^2 n'(R) = -19.4045 hartree
Integral of div(s^2 grad n) = -1.5e-11 hartree
Integral of its modulus     = 366.422 hartree
mu fitted to t_plus = -0.9593, energy = 86.399 hartree
mu fitted to t_lap  = 1.3417, energy = 332.148 hartree
mu from integrated energy = 0.1044
Joint fit to t_plus: mu = -0.6134, nu = 0.1503
Joint fit to t_lap:  mu = -0.6134, nu = -0.8497
Energy of both joint fits = 123.344 hartree
Uniform gas, k/k_F = 0.1
Laplacian coefficient, t_plus = 0.16664 (1/6 = 0.16667)
Laplacian coefficient, t_lap = -0.08336 (-1/12 = -0.08333)
Weizsaecker share = 0.11126 (1/9 = 0.11111)
```
